\section*{Sobolev Optical Depth and Escape Probability: Two Derivations and Their Validity, part 2}

A spectral line joins levels $l$ and $u$ (densities $n_l,n_u$, weights $g_l,g_u$) in gas whose velocity gradient along the ray direction $\mathbf e$ is $Q$. We ask how photons escape the resonance. Units are SI, with frequency in hertz.

The spontaneous rate is $A$, the wavelength $\lambda$, and $B_{lu},B_{ul}$ are the coefficients of absorption and stimulated emission. The absorption coefficient is $\chi_\nu=K\phi(\nu)$, with $\int\phi\,d\nu=1$ and $K=(A\lambda^2/8\pi)[(g_u/g_l)n_l-n_u]$. The emission coefficient is $j_\nu$, and $F(\nu)$ is the integral of $\phi$ from below up to $\nu$.

The first derivation followed an emitted photon, which escapes with probability $e^{-t}$, where $t$ is the depth ahead ($t=\tau F$ for $Q>0$). With complete redistribution (emission profile $\phi$, independent of the absorbed frequency), it gave $\beta=(1-e^{-\tau})/\tau$, $\tau=K\lambda/|Q|$, with directional average $\bar\beta$.

The second derivation found the arriving intensity $I$ in the gas frame. With source function $S$, isotropic incoming continuum $I_c$, and $\bar J$ the intensity averaged over directions and over $\phi$, it gave
\begin{equation}
S=\frac{j_\nu}{\chi_\nu}=\frac{n_uA}{n_lB_{lu}-n_uB_{ul}} .
\label{eq:S}
\end{equation}
For $Q>0$,
\begin{equation}
\frac{\partial I}{\partial\nu}=\frac{K\lambda}{Q}\,\phi(\nu)(I-S)
=\tau\phi(\nu)(I-S).
\label{eq:ode}
\end{equation}
\begin{equation}
\bar J=(1-\bar\beta)S+\bar\beta I_c .
\label{eq:J}
\end{equation}

The Doppler speed is $v_D=\sqrt{2k_BT/m}$ for atoms of mass $m$, the Sobolev length is $\ell=v_D/|Q|$, and the Doppler coordinate $x$ is the detuning from line centre in units of $v_D/\lambda$.

The hydrogen example is Lyman alpha in uniform expansion: $g_u/g_l=3$, $A=6.268\times10^8\ \mathrm{s^{-1}}$, $\lambda=121.50$ nm, $n_l=2\times10^6\ \mathrm{m^{-3}}$, negligible $n_u$, $T=10^4$ K, $Q=10^{-7}\ \mathrm{s^{-1}}$, hence $\tau=2.684$ and $\beta=0.347$.

For the radial flow $v\propto\sqrt r$, $\tau_\perp$ is the depth at $\mu=\mathbf e\cdot\hat{\mathbf r}=0$, and $\tau(\mu)=\tau_\perp/(1-\mu^2/2)$.

\subsection{The net rate and the level populations}

The net rate of downward radiative transitions per unit volume is
\begin{align}
\mathcal R&=n_uA-(n_lB_{lu}-n_uB_{ul})\bar J
=n_uA\left(1-\frac{\bar J}{S}\right)\nonumber\\
&=n_uA\,\bar\beta\left(1-\frac{I_c}{S}\right),
\label{eq:net}
\end{align}
where \eqref{eq:S} was used first and \eqref{eq:J} second. Without continuum, $\mathcal R=n_uA\bar\beta$. This is the second meaning of the escape probability: the fraction of spontaneous emission that is not offset by net absorption.

The rate was tested by direct ray integration with $n_u=0.1n_l$ in the hydrogen example. The depth falls by the factor $(3-0.1)/3$ to 2.595. The computed ratio $\mathcal R/(n_uA)$ and the escape formula both give 0.3566.

For weak excitation and no continuum, the net downward rate per excited atom in the example is $A\beta=2.18\times10^8\ \mathrm{s^{-1}}$. This rate belongs to a steady balance. It is not the rate at which the upper population would decay if excitation stopped: light needs $\ell/c\approx430$ s to travel one Sobolev length, far longer than $1/A=1.6$ ns, so the field cannot follow such a fast change. If every absorption is followed by re-emission with complete redistribution in the same uniform surroundings, the number of emissions up to escape has the mean
\begin{equation}
\sum_{k=1}^{\infty}k\,\beta(1-\beta)^{k-1}=\frac1\beta=2.88 .
\end{equation}

For Lyman alpha at this low density complete redistribution is only an approximation. Collisions are far rarer than radiative decay, so scattering is coherent in the frame of the atom, and the emitted frequency stays correlated with the absorbed one. With such scattering in the Doppler core the mean number of emissions in the example is about 2.90 and the net rate about $2.16\times10^8\ \mathrm{s^{-1}}$; at $\tau=30$ the mean exceeds $1/\beta$ by about 10\%.

Now let collisions excite and de-excite the atom at rates $C_{lu}$ and $C_{ul}$ per atom. In a steady two-level balance without continuum,
\begin{equation}
n_lC_{lu}=n_u(C_{ul}+A\bar\beta),\qquad
\frac{n_u}{n_l}=\frac{C_{lu}}{C_{ul}+A\bar\beta}.
\label{eq:pop}
\end{equation}
For $C_{ul}\gg A\bar\beta$ the ratio tends to $C_{lu}/C_{ul}$, which is the Boltzmann ratio when the colliding particles are thermal. Trapping thus lowers the collision rate needed for thermal populations by the factor $\bar\beta$. Since $\bar\beta$ depends on the populations through $\tau$, \eqref{eq:pop} is in general a nonlinear equation.

\subsection{How short the resonance must be}

Let $H$ be the shortest length over which $K$, $S$, $Q$ or the Doppler speed $v_D$ changes appreciably. For a Doppler profile the condition is
\begin{equation}
\ell=\frac{v_D}{|Q|}\ll H .
\label{eq:cond}
\end{equation}
Equivalently, the velocity change $|Q|H$ across a scale length must be much larger than the Doppler speed. As $Q\to0$ the formula gives $\beta\to0$, but $\ell$ then exceeds any finite medium, and escape is governed by its boundaries.

The leading error can be found for an opacity that varies as $K(1+bs)$ along the path of an emitted photon, with $Q>0$. A photon emitted at Doppler coordinate $x$ reaches $x'$ after the distance $s=\ell(x-x')$. With $\phi$ and $F$ now written as functions of $x$, the depth ahead is
\begin{equation}
t(x)=\tau F(x)+\tau b\ell\,M(x),\qquad
M(x)=\int_{-\infty}^{x}(x-x')\phi(x')\,dx' .
\end{equation}
Expanding $e^{-t}$ to first order in $b\ell$ gives
\begin{equation}
\delta\beta=-\tau b\ell\int_{-\infty}^{\infty}\phi(x)M(x)e^{-\tau F(x)}\,dx .
\label{eq:delta}
\end{equation}
Since $M>0$, opacity rising along the path lowers $\beta$, and falling opacity raises it. The change is linear in $\ell/H$ with $|b|=1/H$.

Reversing $\mathbf e$ changes the sign of $b$ and leaves $Q$, $\tau$ and $\ell$ unchanged, so the linear terms of opposite directions cancel. The same holds for a gradient of $S$ or of $v_D$. A change of $Q$ along the ray enters through the second-order term of the relative velocity,
\begin{equation}
\frac{s^2}{2}\sum_{ijk}e_ie_je_k\frac{\partial^2v_k}{\partial r_i\partial r_j},
\end{equation}
which is cubic in $\mathbf e$ and also changes sign. For smooth variation and a Doppler profile, the error of the angular average therefore begins at order $(\ell/H)^2$.

In the hydrogen example $v_D=1.285\times10^4$ m/s, so $\ell=1.285\times10^{11}$ m. Let the density vary as $e^{\pm s/H}$ with $H=4\times10^{12}$ m, so that $\ell/H=0.032$. Ray integration gives $\beta=0.3415$ toward rising density and 0.3527 toward falling density, errors of about 1.6\% of the Sobolev value with opposite signs. Their mean, 0.3471, agrees with it to about one part in $10^4$.

A stricter test uses the flow $v\propto\sqrt r$, with density proportional to $r^{-5/2}$ and $S\propto r^{-2}$. The quantity compared is $1-\bar J/S$, computed with the actual flow along each ray. For $\tau_\perp=3$ and $v_D/v=0.005$, radiation arriving from the outward side alone gives an error of 4.3\% relative to the Sobolev value for that direction. Halving $v_D$ reduces it to 2.2\%. The error of the angular average falls from $1.5\times10^{-6}$ to $3.8\times10^{-7}$ in magnitude, a factor of four. The same linear and quadratic laws are found at $\tau_\perp=30$.

These average errors are much smaller than the square of the one-sided errors. The parity argument explains the quadratic law but not the small coefficient, which depends on the density and source laws as well as on the flow and is not a general estimate. For the same flow and density at $v_D/v=0.005$, the average error is $1.4\times10^{-5}$ with constant $S$ and $8\times10^{-5}$ with $S\propto r^{-4}$.

\subsection{The additional condition from Lorentz wings}

Condition \eqref{eq:cond} refers to the Doppler core. A Lorentz profile with half width at half maximum $w$ leaves, beyond a detuning $\Delta\gg w$, the fraction
\begin{equation}
\int_\Delta^\infty\frac{w/\pi}{\delta^2+w^2}\,d\delta
=\frac1\pi\arctan\frac w\Delta\simeq\frac{w}{\pi\Delta}.
\end{equation}
The remaining depth $\tau w/(\pi\Delta)$ is small only for $\Delta\gg\tau w/\pi$. A detuning $\Delta$ corresponds to a velocity $\lambda\Delta$. If the upper level decays at the rate $A$ and the lower level is stable, the amplitude decays as $e^{-At/2}$. The half width is then $A/2$ in angular frequency, or $w=A/(4\pi)$ in hertz. The medium must therefore span velocities well above
\begin{equation}
v_w=\frac{\lambda\tau w}{\pi}=\frac{\tau A\lambda}{4\pi^2},
\label{eq:vw}
\end{equation}
and the scale length $H$ of its properties must be much larger than $v_w/|Q|$ as well as much larger than $\ell$.

In the hydrogen example $v_w=5.2$ m/s, far below $v_D$, so the wings add no practical restriction. Because $v_w$ grows with $\tau$, this changes at very large depth.

The effect was tested for a pure Lorentz line with $\tau=100$, in gas that ends after a finite velocity span ahead of the emitter. When the span equals $v_w$, escape is 2.07 times the Sobolev value. At $10v_w$ the excess is still 17\%, and at $100v_w$ it is 2\%. The excess has two parts of about equal size. Photons emitted on the red side miss the wing opacity that the absent gas would have supplied, and photons emitted farther to the blue than the span leave before they reach line centre. A medium that is too small lets more of both kinds out.

\subsection{What the two derivations assume}

Both derivations need speeds far below $c$, a narrow line, and nearly uniform $K$, $Q$ and line profile across the resonance. Both treat one isolated resonance. Continuous opacity inside it, or an overlapping second line, adds absorption that $\tau$ does not contain. If the velocity along the ray is not monotonic, a photon may meet the same line again elsewhere. In that case $\beta$ describes leaving the first resonance, not leaving the medium.

The first derivation looks ahead of an emitted photon. It needs no knowledge of the source function elsewhere and no assumption about incoming radiation. Its result is the probability of a single flight. Strictly, this reading requires negligible stimulated emission; otherwise $e^{-t}$ is a net attenuation factor and not the survival probability of an individual photon.

The second derivation looks back along the arriving rays. It needs a uniform source function and a steady field, and in return it gives $\bar J$, the effect of a continuum and the net rate. Stimulated emission enters naturally as negative absorption. If $S$ varies across the resonance, the single-flight probability for given opacity is unaffected, but the balance of emission and absorption along each direction changes. For a linear variation of $S$ in otherwise uniform gas, the changes from opposite directions cancel in the net rate; in general they do not.

The link between the two can be shown without assuming complete redistribution. Let the emission profile be a prescribed normalized function $\psi(\nu)$, so that $j_\nu=KS\psi(\nu)$, with $S$ still given by the populations as in the last member of \eqref{eq:S}. Stimulated emission would follow $\psi$ as well; it is taken to be negligible here, so that $\chi_\nu=K\phi(\nu)$ remains valid. For $Q>0$ and no continuum, equation \eqref{eq:ode} becomes $\partial I/\partial\nu=\tau(\phi I-\psi S)$, with the solution
\begin{equation}
I(\nu)=\tau S\int_\nu^\infty\psi(\nu')\,
e^{-\tau[F(\nu')-F(\nu)]}\,d\nu' .
\end{equation}
Multiplying by $\phi(\nu)$, integrating over $\nu$ and exchanging the order of integration gives
\begin{align}
\int\phi I\,d\nu
&=S\int_{-\infty}^{\infty}\psi(\nu')\left[\int_{-\infty}^{\nu'}
\tau\phi(\nu)e^{-\tau[F(\nu')-F(\nu)]}\,d\nu\right]d\nu'\nonumber\\
&=S\int_{-\infty}^{\infty}\psi(\nu')\left[1-e^{-\tau F(\nu')}\right]d\nu' .
\end{align}
The inner integral was evaluated with $F(\nu)$ as variable. Since $\psi$ is normalized, division by $S$ leads to
\begin{equation}
1-\frac1S\int\phi I\,d\nu
=\int_{-\infty}^{\infty}\psi(\nu)\,e^{-\tau F(\nu)}\,d\nu .
\label{eq:link}
\end{equation}
The right side is the forward escape probability for photons emitted with profile $\psi$. In a uniform medium the two meanings of escape therefore agree for each direction, even when $\psi\ne\phi$. The closed form $(1-e^{-\tau})/\tau$ follows when $\psi=\phi$, because $\psi\,d\nu$ is then $dF$. For another emission profile, \eqref{eq:link} must be evaluated with that profile, and the independence of line shape is in general lost.

\section*{Table of computed values}
\begin{verbatim}
Lyman alpha oscillator strength: 0.41620
Spontaneous rate A: 6.26832e+08 s^-1
Wavelength: 121.5023 nm
Lower-level density: 2.000e+06 m^-3
Temperature: 10000 K
Velocity gradient Q: 1.000e-07 s^-1
Doppler speed v_D: 12845.2 m/s
Sobolev length v_D/Q: 1.2845e+11 m
Optical depth, formula: 2.68420
Optical depth, ray from 4 Doppler widths: 2.68363
Escape probability, formula: 0.34711
Escape probability, ray integral: 0.34711
Escape probability, contracting gas: 0.34711
Effective decay rate A*beta: 2.1758e+08 s^-1
Mean emissions per escape 1/beta: 2.8809
Wing speed tau*A*lam/(4 pi^2): 5.178 m/s
Test with n_u/n_l: 0.10
  optical depth: 2.59473
  net rate/(n_u A), ray integral: 0.35663
  escape formula: 0.35662
Density scale length H: 4.000e+12 m
Sobolev length/H: 0.03211
Escape toward rising density: 0.34154
Escape toward falling density: 0.35273
Mean of these two directions: 0.34714
Radial flow v ~ sqrt(r); depth scale = tau at mu=0
Depth scale 3: angle-averaged beta 0.268687
  beta from radial gradient alone: 0.166254
  v_D/v 0.0200: relative error, average -2.418e-05, outward 1.691e-01
  v_D/v 0.0100: relative error, average -6.028e-06, outward 8.548e-02
  v_D/v 0.0050: relative error, average -1.506e-06, outward 4.298e-02
  v_D/v 0.0025: relative error, average -3.764e-07, outward 2.155e-02
Depth scale 30: angle-averaged beta 0.027778
  beta from radial gradient alone: 0.016667
  v_D/v 0.0200: relative error, average 7.293e-05, outward 2.819e-01
  v_D/v 0.0100: relative error, average 1.823e-05, outward 1.414e-01
  v_D/v 0.0050: relative error, average 4.559e-06, outward 7.082e-02
  v_D/v 0.0025: relative error, average 1.140e-06, outward 3.544e-02
Lorentz line, tau 100: tau/pi = 31.831 half widths
  span/(tau/pi) 0.1: escape/Sobolev 5.7221
  span/(tau/pi) 1.0: escape/Sobolev 2.0673
  span/(tau/pi) 10.0: escape/Sobolev 1.1667
  span/(tau/pi) 100.0: escape/Sobolev 1.0193
\end{verbatim}
